# Ambipolar diffusion of protons with fast degenerate electrons

## The form of the answer

Protons and electrons spread together through a solid. The protons are slow and have diffusivity $D_p$. The electrons are so mobile that their own mobility drops out of the rate. If the two densities stay equal on the scale of the profile, the permittivity drops out as well. What remains is $D_p$, the thermal energy $kT$, and the energy scale of the electron gas, which for a degenerate gas is the Fermi energy $E_F$, measured from the band edge. Dimensions then allow

$$D_a=D_p\,f(E_F/kT).$$

The function $f$ is fixed up to one number. A proton drifts at its mobility, $D_p/kT$, times the force on it. One part of the force comes from the protons' own entropy and gives ordinary diffusion, $D_p$. The other part is the electric pull of the electrons, whose strength in a degenerate gas is set by $E_F$ and not by $T$. Hence

$$D_a=D_p\left(1+c\,\frac{E_F}{kT}\right),$$

with $c$ a pure number, found below to be $2/3$ for a three-dimensional parabolic band.

## Conventions and the simplest case

Let $N$ and $n$ be the proton and electron densities, $e>0$ the elementary charge, and $\phi$ the electric potential. All gradients lie along $x$, and a prime means $d/dx$. The protons are dilute and ideal, with chemical potential $kT\ln N$ plus a constant. The electrons have chemical potential $\mu(n)$, measured from the local band edge. Each particle moves at a velocity $b$ times the force on it, so the usual mobility is $u=eb$. The Einstein relation for ideal protons is $D_p=b_pkT$.

Each flux is minus $b$ times the density times the gradient of the electrochemical potential:

$$J_p=-b_pN\,(kT\ln N+e\phi)'=-D_p\left(N'+\frac{N}{kT}\,e\phi'\right),$$
$$J_e=-b_e n\,(\mu-e\phi)'.$$

No net electric current flows, so $J_p=J_e$. The electron equation then reads $(\mu-e\phi)'=-J_p/(b_en)$. For a given proton flux the right side vanishes as $b_e\to\infty$, which gives

$$e\phi'=\mu'.$$

Fast electrons are thus nearly in equilibrium with the potential, although they flow at the same rate as the protons.

Start with nondegenerate electrons, $\mu=kT\ln n$ plus a constant. Then $e\phi'=kT\,n'/n$. With $n=N$ the proton flux becomes

$$J_p=-D_p(N'+N')=-2D_pN'.$$

The factor is 2. The potential rises toward high density, so the field $-\phi'$ points toward low density and pushes the positive protons the way they already diffuse.

## Any electron gas, any mobility ratio

Now keep $\mu(n)$ general and $b_e$ finite. Put $n=N$ and $J_p=J_e=J$, and divide each flux by its mobility and density:

$$\frac{J}{b_pn}=-\frac{kT}{n}n'-e\phi',\qquad \frac{J}{b_en}=-\frac{d\mu}{dn}n'+e\phi'.$$

Adding the two removes the field:

$$\frac{J}{n}\left(\frac1{b_p}+\frac1{b_e}\right)=-\left(\frac{kT}{n}+\frac{d\mu}{dn}\right)n'.$$

Multiply by $nb_p$, use $b_pkT=D_p$, and define $g=(n/kT)\,d\mu/dn$:

$$J=-D_an',\qquad D_a=D_p\,\frac{1+g}{1+u_p/u_e}.$$

Two limits check this. For a nondegenerate gas $g=1$ and $u_p/u_e=D_p/D_e$, so $D_a=2D_pD_e/(D_p+D_e)$, which is symmetric in the two species as it must be. For fast electrons $u_p/u_e\to0$ and $D_a=D_p(1+g)$.

Neutrality was imposed here. To see it arise, disturb a uniform state by small waves $\delta N,\delta n$ of wave number $q$ and keep Poisson's equation, $\nabla\cdot\mathbf E=e(\delta N-\delta n)/\varepsilon$. Measure length in units of $\ell=\sqrt{\varepsilon kT/(e^2n)}$ and time in units of $\ell^2/D_p$, and let $r=u_e/u_p$. The continuity equations become

$$\dot{\delta N}=-(q^2+1)\,\delta N+\delta n,$$
$$\dot{\delta n}=r\,\delta N-r(gq^2+1)\,\delta n.$$

The terms without $q^2$ are drift in the field of the charge imbalance. The product of the two decay rates is the determinant,

$$r[(q^2+1)(gq^2+1)-1]=rq^2(1+g+gq^2),$$

and their sum tends to $1+r$ at small $q$. One rate is therefore close to $1+r$, the fast removal of net charge. The other is the product divided by this,

$$\frac{rq^2(1+g)}{1+r}=q^2\,\frac{1+g}{1+1/r},$$

which is $D_aq^2$ in these units. As a test, the eigenvalues were computed for $g=3.78$, $q=0.005$ and $r=3$, 30 and 1000. The slow rate agreed with this expression to within 5 parts in $10^4$ of its value.

## The degenerate parabolic band

In a volume $V$ there are $V/(2\pi)^3$ plane waves per unit volume of $k$ space, each with two spin states. Filling a sphere of radius $k_F$ gives

$$n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2},\qquad E_F=\frac{\hbar^2k_F^2}{2m}=\frac{\hbar^2}{2m}(3\pi^2n)^{2/3}.$$

At leading order for $kT\ll E_F$, $\mu=E_F$. Since $E_F\propto n^{2/3}$,

$$n\frac{d\mu}{dn}=\frac23E_F,\qquad g=\frac{2E_F}{3kT}.$$

With fast electrons this gives

$$\boxed{D_a=D_p\left(1+\frac{2E_F}{3kT}\right)}$$

The number $c=2/3$ is the exponent in $E_F\propto n^{2/3}$. In a two-dimensional parabolic gas $E_F\propto n$, and the same step gives $g=E_F/kT$. The result above therefore needs a film much thicker than the Fermi wavelength.

Because $E_F$ depends on density, so does $D_a$. It must stay inside the derivative:

$$\frac{\partial n}{\partial t}=\frac{\partial}{\partial x}\left(D_a(n)\frac{\partial n}{\partial x}\right).$$

A single constant $D_a$ describes small disturbances of a nearly uniform density.

## How degenerate must the gas be?

The boxed law tends to 1 as $E_F/kT\to0$, whereas the nondegenerate factor is 2. It must fail at low density, and the first thermal correction shows how it begins to do so.

Let $f$ now be the Fermi function. The density is proportional to $\int_0^\infty E^{1/2}f\,dE$. Integrate by parts with $H(E)=\tfrac23E^{3/2}$ to get $\int H(-f')\,dE$, where $f'=df/dE$. The weight $-f'$ is a narrow even peak of unit area about $\mu$. With $y=(E-\mu)/kT$, its mean square width is $(kT)^2$ times

$$\int_{-\infty}^{\infty}\frac{y^2e^y}{(e^y+1)^2}dy=4\sum_{j=1}^{\infty}\frac{(-1)^{j+1}}{j^2}=\frac{\pi^2}{3}.$$

The sum follows by expanding the integrand for $y>0$ in powers of $e^{-y}$ and integrating term by term. Expanding $H$ to second order about $\mu$, with $H''=\tfrac12E^{-1/2}$, gives

$$\frac23E_F^{3/2}=\frac23\mu^{3/2}+\frac{\pi^2}{12}(kT)^2\mu^{-1/2}.$$

The left side is the zero-temperature integral at the same density, so $E_F$ stays a label for the density. Solving to second order in $kT$,

$$\mu=E_F-\frac{\pi^2}{12}\frac{(kT)^2}{E_F}.$$

Now use $n\,d\mu/dn=\tfrac23E_F\,d\mu/dE_F$:

$$g=\frac{2E_F}{3kT}\left[1+\frac{\pi^2}{12}\left(\frac{kT}{E_F}\right)^2+\dots\right].$$

At $E_F=20kT$ the predicted relative excess over the leading term is 0.0021. Direct integration of the Fermi function reproduced that excess to within 5% of itself. At the other end, $E_F=0.01kT$, it gave $g=1$ to within 0.002, which restores the factor 2.

For an effective mass of 0.34 electron masses at 473 K, the law gives 1.18, 1.81 and 4.78 at $10^{18}$, $10^{19}$ and $10^{20}\ \mathrm{cm^{-3}}$. The Fermi integrals give 2.04, 2.35 and 4.89. At the lowest density the degenerate law is about 42% low; at the highest it is about 2% low.

## Other charges, and the limit of neutrality

Suppose that fixed donors of uniform density $N_d$ also supply electrons, so that $n=N+N_d$ and $n'=N'$. With fast electrons, $e\phi'=(d\mu/dn)N'$. The proton flux has the prefactor $N$, not $n$:

$$J_p=-D_p\left[1+\frac{N}{n}\,\frac{2E_F(n)}{3kT}\right]N'.$$

For $N_d=0$ the boxed law returns. For $N\ll n$ at fixed $n$ the factor tends to 1, because the drift is proportional to the few protons present, while diffusion depends only on their gradient. This is why the boxed law requires that there be no other charges.

Neutrality itself holds where the profile varies slowly over the local screening length. For a weak wave in fast electrons, $(d\mu/dn)\,\delta n=e\,\delta\phi$, while Poisson's equation gives $\varepsilon q^2\delta\phi=e(\delta N-\delta n)$. Eliminating $\delta\phi$,

$$\delta n=\frac{\delta N}{1+q^2\lambda^2},\qquad \lambda^2=\frac{\varepsilon}{e^2}\frac{d\mu}{dn}.$$

The drift term shrinks by this denominator, so for $q\lambda\ll1$ the relative flux error is about $q^2\lambda^2g/(1+g)$. In a dilute, nondegenerate region $d\mu/dn=kT/n$, so $\lambda$ grows as $n^{-1/2}$. At 473 K and relative permittivity 10 it is about 47 nm at $10^{16}\ \mathrm{cm^{-3}}$. The dilute front of a long profile can therefore lose neutrality even where its dense part keeps it.

This was tested beyond weak waves by solving the nonlinear Poisson equation for protons with a cosine profile of 50% amplitude about $10^{20}\ \mathrm{cm^{-3}}$. The relative permittivity was 10, and $\lambda=0.92$ nm at the mean density. For a half-period of 100 nm the estimate is $(0.92\pi/100)^2\times0.79$, or 0.07%. The computed largest error, relative to the largest flux, was 0.064%. Doubling the half-period lowered it to 0.016%, the expected factor of four. With fixed donors of $10^{20}\ \mathrm{cm^{-3}}$ added, the donor formula held to 0.046% on the 100 nm profile.

## Hydrogen in an oxide transistor

Take hydrogen that spreads sideways from a heavily doped contact region of an amorphous In-Ga-Zn-O transistor during an anneal. The density is $10^{20}\ \mathrm{cm^{-3}}$, the mass 0.34 electron masses and the temperature 473 K. The proton diffusivity, $10^{-14}\ \mathrm{cm^2/s}$, is a round model value.

The Fermi wavelength is 4.4 nm, so a film tens of nanometres thick counts as three-dimensional to a few percent: with hard walls, subband quantization raises the factor by about 4% at 10 nm and 2% at 20 nm. The Fermi energy is 0.231 eV and $kT=0.0408$ eV. Therefore

$$\frac{2E_F}{3kT}=\frac{2(0.2311)}{3(0.04076)}=3.78,$$
$$D_a=4.78\times10^{-14}\ \mathrm{cm^2/s}=4.78\times10^{-18}\ \mathrm{m^2/s}.$$

If $n/|n'|=100$ nm, the field is $2E_F/(3e)=0.154$ V divided by 100 nm, or 0.0154 MV/cm. Diffusion alone carries $D_pn/(100\ \mathrm{nm})=1.0\times10^{11}\ \mathrm{cm^{-2}s^{-1}}$, and drift carries $3.8\times10^{11}$ in the same unit. Most of the proton flux in this model is thus electric drift, although no net current flows.

In one hour $\sqrt{Dt}$ is 60 nm for $D_p$ and 131 nm for $D_a$. The second length keeps $D_a$ at its value for $10^{20}\ \mathrm{cm^{-3}}$, so it overstates the spread into regions of much lower density. For a contact held at $10^{20}\ \mathrm{cm^{-3}}$, the nonlinear equation with the Fermi-integral $D_a(n)$ puts the $10^{19}\ \mathrm{cm^{-3}}$ level at about 255 nm rather than 305 nm, leaves the half-density point almost unchanged near 125 nm, and gives a total uptake equal to that of a constant diffusivity with $\sqrt{Dt}\approx119$ nm. At 300 K and the same density the law's factor rises to 6.96. This does not mean faster spreading, since $D_p$ itself changes with temperature.

The mass, the permittivity of 10 and an electron mobility of $10\ \mathrm{cm^2/Vs}$ are rough typical values for this oxide; the density stands for a heavily doped contact, not for the channel. The mobility ratio $u_p/u_e$ is $2\times10^{-14}$, so the fast-electron limit is safe. One assumption open to doubt in a device is the absence of other charges, because oxygen-deficient sites can also act as donors. If fixed donors supply half of the same total $n$, the factor falls from 4.78 to $1+3.78/2=2.89$. The model also takes every hydrogen to be a mobile proton that gives one electron. In the real oxide hydrogen is chemically bound and may be electrically inactive or negatively charged, so its density need not equal the carrier density, and the result applies only to the ionized, mobile part. Traps for hydrogen would also change the spreading, by an amount that depends on their depth and charge and is not estimated here.

## What interactions do to the number

The ideal-gas assumptions can be relaxed with one more general formula. Let $F(n)$ be the free energy per volume of the neutral mixture. With fast electrons, the force on a proton is minus the gradient of the summed chemical potentials, and that sum is $dF/dn$. Hence

$$D_a=D_p\,\frac{n}{kT}\,\frac{d^2F}{dn^2},$$

where $D_p$ now means $b_pkT$. Ideal protons contribute $kT/n$ to $F''$ and the electrons $d\mu/dn$, which restores $1+g$. Each correction below is a separate shift of the factor 4.78.

**Band shape.** Let the band obey $E(1+\alpha E)=\hbar^2k^2/2m$ with a rough $\alpha=0.5\ \mathrm{eV^{-1}}$. Differentiating, $(1+2\alpha E)\,dE$ equals the parabolic change, so the electron term is divided by $1+2\alpha E=\sqrt{1+4\alpha E_F}=1.21$, with $E_F$ the parabolic value. The shift is $-0.65$.

**Exchange.** An electron at the Fermi surface gains exchange energy from occupied states of its own spin:

$$\mu_x=-\int_{k'<k_F}\frac{d^3k'}{(2\pi)^3}\,\frac{e^2}{\varepsilon|\mathbf k_F-\mathbf k'|^2}.$$

The angular integral, with $s=k'/k_F$, leaves

$$\mu_x=-\frac{e^2k_F}{4\pi^2\varepsilon}\int_0^1 s\ln\frac{1+s}{1-s}\,ds=-\frac{e^2k_F}{4\pi^2\varepsilon}.$$

The last integral is 1: expanding the logarithm turns it into the telescoping sum of $1/(2j+1)-1/(2j+3)$ over $j\ge0$. Since $k_F\propto n^{1/3}$, the shift is $\mu_x/(3kT)=-0.54$ for relative permittivity 10. If only the electronic part, roughly 4, screens the exchange, it is $-1.35$. Both are zero-temperature values; with thermal occupation at 473 K they become about $-0.59$ and $-1.48$.

**Screening cloud.** In the long-wavelength (Thomas-Fermi) approximation, the potential of a screened proton is $e\,e^{-r/\lambda}/(4\pi\varepsilon r)$. This is rough here, because $\lambda$ is comparable to $1/k_F$. Its cloud contributes $-e/(4\pi\varepsilon\lambda)$ at the proton. Linear response gives half the corresponding energy, $w=-e^2/(8\pi\varepsilon\lambda)=-0.078$ eV. Here $\lambda\propto n^{-1/6}$, so $nw\propto n^{7/6}$ and the shift is $(7/36)w/kT=-0.37$. The full wave-number-dependent (Lindhard) linear screening reduces $w$ to $-0.060$ eV but changes the shift only to $-0.36$.

**Proton correlations.** Two screened protons repel with energy $V(r)=e^2e^{-r/\lambda}/(4\pi\varepsilon r)$. Its total over uniformly spread neighbours, in units of $kT$, is

$$\frac{n}{kT}\int V\,d^3r=\frac{ne^2\lambda^2}{\varepsilon kT}=\frac{n}{kT}\frac{d\mu}{dn}=g.$$

The electron term can therefore be read as mean-field repulsion between screened protons. Real protons avoid one another, which weakens it. With $a=(3/4\pi n)^{1/3}$, the coupling $e^2/(4\pi\varepsilon akT)$ is 2.6 and $a/\lambda=1.45$, so this is no small effect. It was estimated from the hypernetted-chain equations,

$$h=c+n\,c*h,\qquad 1+h=e^{-V/kT+h-c},$$

where $h$ is the pair correlation, $c$ the direct correlation and $*$ a convolution. The factor $1+g$ is replaced by $1-n\int c\,d^3r$; for weak coupling $c=-V/kT$, and the mean-field value returns. At coupling 0.01 the computed excess over 1 matched that limit to within 1%. At the example's coupling the shift is $-0.64$, with the pair interaction held fixed. The hypernetted-chain equations are not fully consistent: differentiating their free energy at fixed interaction gives $-0.61$ instead. Since $\lambda$ itself depends on density, the full second derivative of $F$ contains further terms, left out of the sum below; including them in the free-energy route changes the shift to about $-0.44$.

Together with $+0.12$ from finite temperature, the shifts sum to $-2.09$ when the static permittivity is used for exchange. The factor becomes about 2.7 instead of 4.8, and $\sqrt{Dt}$ about 98 nm instead of 131 nm. With the smaller permittivity in the exchange term alone, the factor would be about 1.9. The second digit of these factors is not settled: the refined values noted above (thermal exchange, Lindhard cloud, density-dependent $\lambda$) give about 2.85 and 101 nm, or about 2.0 with the smaller permittivity.

Adding separate shifts of this size is rough, and electron correlation, disorder in the proton hopping and disorder of the electron states are left out. The last is not small: a mobility of $10\ \mathrm{cm^2/Vs}$ corresponds to a mean free path $\ell=\hbar k_Fu_e/e$ of about 0.9 nm, or $k_F\ell\approx1.4$, so a sharp parabolic band is itself a rough description of this oxide. The sum is therefore an indication of scale, not a prediction. It suggests that the corrections estimated here may together lower the enhancement considerably at this density. The net change in a real, disordered oxide is not established. The individual values are collected in the numerical output below.

## Computed results

```
Input density: 1.0e+20 cm^-3
Input mass: 0.34 electron masses
Input static permittivity: 10.0 (relative)
Input electronic permittivity: 4.0 (relative)
Input temperature: 473 K
Input proton diffusivity: 1.0e-14 cm2/s
Input electron mobility: 10.0 cm2/(V s)
Input profile length n/|dn/dx|: 100 nm
Input anneal time: 3600 s
Input nonparabolicity: 0.50 1/eV
Thermal energy: 0.04076 eV
Fermi energy: 0.2311 eV
Fermi energy / thermal energy: 5.669
Electron term 2EF/(3kT): 3.779
Enhancement from law: 4.779
Ambipolar diffusivity: 4.779e-14 cm2/s
Ambipolar diffusivity: 4.779e-18 m2/s
Internal field: 0.0154 MV/cm
Proton diffusion flux: 1.000e+11 cm^-2 s^-1
Proton drift flux: 3.779e+11 cm^-2 s^-1
sqrt(D t), protons alone: 60.0 nm
sqrt(D t), neutral pair: 131.2 nm
Enhancement from law at 300 K: 6.959
n=1e+18 cm^-3: law 1.175, Fermi integrals 2.036
n=1e+19 cm^-3: law 1.814, Fermi integrals 2.349
n=1e+20 cm^-3: law 4.779, Fermi integrals 4.894
Enhancement, half of n from fixed donors: 2.890
Proton/electron mobility ratio: 2.45e-14
Fermi wavelength: 4.38 nm
Electron screening length: 0.923 nm
Flux error of neutrality, 100 nm cosine: 0.0639 %
Flux error of neutrality, 200 nm cosine: 0.0160 %
Flux error with fixed donors, 100 nm: 0.0463 %
Proton coupling parameter: 2.643
Ion radius / screening length: 1.449
Proton cloud energy: -0.0780 eV
Shift of enhancement, finite temperature: +0.115
Shift, nonparabolic band: -0.654
Shift, exchange (static permittivity): -0.538
Shift, exchange (electronic permittivity): -1.346
Shift, proton cloud energy: -0.372
Shift, proton correlations: -0.638
Sum of shifts (static permittivity): -2.087
Rough enhancement after shifts: 2.69
```
